# Spin-orbit doublets of one t2g electron in a tetragonal field

One electron occupies the $t_{2g}$ orbitals $yz$, $zx$, $xy$ of a transition-metal ion in an octahedral cage of ligands. The cage is stretched or compressed along a fourfold axis $z$. This leaves $yz$ and $zx$ degenerate, and their energy is the zero of energy. The orbital $xy$ lies at $\Delta$, which may have either sign. The model is

$$H=\Delta\,P_{xy}+\frac{\lambda}{\hbar^2}\,\mathbf L\cdot\mathbf S ,$$

where $P_{xy}$ projects on $xy$ for both spins, $\mathbf L$ is the orbital angular momentum, $\mathbf S$ is the spin and $\lambda$ is an energy. The two $e_g$ orbitals lie higher by the cubic splitting $10Dq$ and are left out until part (f). Hopping to other ions is also left out, so $H$ is the on-site block of a multi-orbital band model.

Each orbital is a common radial function times $yz$, $zx$ or $xy$, with a common normalization. Since $\mathbf L$ gives zero on a function of $r$ alone, it acts on the polynomials.

## (a) How does the angular momentum act within t2g?

Find the action of each component on the three orbitals, dropping $e_g$ parts, and find the commutator of the projected components.

**Solution.** The components are

$$L_x=-i\hbar(y\partial_z-z\partial_y),\quad L_y=-i\hbar(z\partial_x-x\partial_z),\quad L_z=-i\hbar(x\partial_y-y\partial_x).$$

Differentiation gives six results inside $t_{2g}$:

$$L_x\,zx=-i\hbar\,xy,\qquad L_x\,xy=i\hbar\,zx,$$
$$L_y\,xy=-i\hbar\,yz,\qquad L_y\,yz=i\hbar\,xy,$$
$$L_z\,yz=-i\hbar\,zx,\qquad L_z\,zx=i\hbar\,yz.$$

The other three are

$$L_x\,yz=-i\hbar(y^2-z^2),\quad L_y\,zx=-i\hbar(z^2-x^2),\quad L_z\,xy=-i\hbar(x^2-y^2).$$

These are $e_g$ functions, orthogonal to $t_{2g}$, so the projection replaces them by zero. Spin is untouched by the projection, so projecting $\mathbf L\cdot\mathbf S$ amounts to projecting each component of $\mathbf L$.

For the commutator, apply the projected components in turn:

$$[L_x,L_y]\,yz=L_x(i\hbar\,xy)-0=-\hbar^2\,zx,$$
$$[L_x,L_y]\,zx=0-L_y(-i\hbar\,xy)=\hbar^2\,yz,$$
$$[L_x,L_y]\,xy=L_x(-i\hbar\,yz)-L_y(i\hbar\,zx)=0.$$

The operator $-i\hbar L_z$ gives the same three results. Hence $[L_x,L_y]=-i\hbar L_z$, and cyclic permutation of $x,y,z$ gives the other two relations. The sign is opposite to the usual one, so it is $\mathbf l=-\mathbf L$ that obeys the usual algebra. On $yz$ one finds $L_y^2=L_z^2=\hbar^2$ and $L_x^2=0$, and the other orbitals follow by permutation. Thus $\mathbf l^2=2\hbar^2$: the $t_{2g}$ set behaves as an $l=1$ shell whose coupling to spin has reversed sign.

## (b) Which states does the coupling leave unmixed?

Find the eigenstates of the projected $L_z$, the action of $L_\pm=L_x\pm iL_y$ on them, and any product states that are already eigenstates of $H$.

**Solution.** Take

$$u_\pm=\frac{yz\mp i\,zx}{\sqrt2}.$$

Then

$$L_zu_\pm=\frac{-i\hbar\,zx\mp i(i\hbar\,yz)}{\sqrt2}=\frac{\hbar(\pm yz-i\,zx)}{\sqrt2}=\pm\hbar\,u_\pm ,$$

while $L_z\,xy=0$ after projection. The ladder operators act on $xy$ as

$$L_+\,xy=i\hbar\,zx+i(-i\hbar\,yz)=\hbar(yz+i\,zx)=\sqrt2\,\hbar\,u_-,$$
$$L_-\,xy=i\hbar\,zx-i(-i\hbar\,yz)=-\hbar(yz-i\,zx)=-\sqrt2\,\hbar\,u_+ .$$

The raising operator leads to the state with $L_z=-\hbar$. The reason is that $xy\propto(x+iy)^2-(x-iy)^2$ contains $m=2$ and $m=-2$. Raising removes the first and turns the second into $m=-1$.

For the action on $u_\pm$, use $L_\pm\,yz=\mp\hbar\,xy$ and $L_\pm\,zx=-i\hbar\,xy$, which follow from part (a). They give

$$L_+u_+=-\sqrt2\,\hbar\,xy,\quad L_+u_-=0,\quad L_-u_-=\sqrt2\,\hbar\,xy,\quad L_-u_+=0.$$

Now write

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

On $u_+{\downarrow}$, the term $L_+S_-$ vanishes because the spin cannot be lowered, and $L_-S_+$ vanishes because $L_-u_+=0$. What remains is $L_zS_z=-\hbar^2/2$. The state $u_-{\uparrow}$ is treated likewise, with $L_+u_-=0$. Neither state contains $xy$, so $\Delta$ does not enter:

$$E_0=-\frac{\lambda}{2}\qquad\text{for } u_+{\downarrow}\ \text{and}\ u_-{\uparrow}.$$

Time reversal exchanges the two, so they form a Kramers doublet.

## (c) What are the energies of the other four states?

**Solution.** Start from $xy{\uparrow}$. Here $L_zS_z$ gives zero and $S_+$ gives zero, so

$$H\,xy{\uparrow}=\Delta\,xy{\uparrow}+\frac{\lambda}{2\hbar^2}(\sqrt2\,\hbar)(\hbar)\,u_-{\downarrow}=\Delta\,xy{\uparrow}+\frac{\lambda}{\sqrt2}\,u_-{\downarrow}.$$

For $u_-{\downarrow}$, $L_zS_z=(-\hbar)(-\hbar/2)=\hbar^2/2$, and $L_-S_+$ leads back to $xy{\uparrow}$:

$$H\,u_-{\downarrow}=\frac{\lambda}{2}\,u_-{\downarrow}+\frac{\lambda}{\sqrt2}\,xy{\uparrow}.$$

The pair is closed, with the matrix

$$\begin{pmatrix}\Delta&\lambda/\sqrt2\\ \lambda/\sqrt2&\lambda/2\end{pmatrix}.$$

The remaining pair, $xy{\downarrow}$ and $u_+{\uparrow}$, has the same diagonal and off-diagonal element $-\lambda/\sqrt2$. That sign can be absorbed in the phase of one state, so the energies are the same, as time reversal requires.

The characteristic equation is

$$(\Delta-E)\left(\frac{\lambda}{2}-E\right)-\frac{\lambda^2}{2}=0,$$

or

$$E^2-\left(\Delta+\frac{\lambda}{2}\right)E+\frac{\lambda\Delta}{2}-\frac{\lambda^2}{2}=0.$$

Its discriminant is

$$\left(\Delta+\frac{\lambda}{2}\right)^2-2\lambda\Delta+2\lambda^2=\left(\Delta-\frac{\lambda}{2}\right)^2+2\lambda^2\equiv R^2,$$

because subtracting $2\lambda\Delta$ turns the cross term $+\lambda\Delta$ into $-\lambda\Delta$. The two mixed doublets are therefore

$$E_\pm=\frac{\Delta}{2}+\frac{\lambda}{4}\pm\frac12\sqrt{\left(\Delta-\frac{\lambda}{2}\right)^2+2\lambda^2}.$$

No step used the sign of $\lambda$ or $\Delta$. Energies measured from the mean orbital energy, instead of from $yz$ and $zx$, are lower by $\Delta/3$.

## (d) How much xy does each mixed doublet contain?

**Solution.** For a normalized eigenstate, $dE/d\Delta=\langle\partial H/\partial\Delta\rangle$: the terms from the change of the state add up to $E$ times the derivative of the norm, which is zero. Since $\partial H/\partial\Delta=P_{xy}$, the slope of a level is its $xy$ weight. Differentiating $E_\pm$, with $dR/d\Delta=(\Delta-\lambda/2)/R$, gives

$$w_\pm=\frac12\left(1\pm\frac{\Delta-\lambda/2}{R}\right),\qquad w_++w_-=1.$$

Equal mixing occurs at $\Delta=\lambda/2$, where the diagonal elements of the matrix coincide. In the cubic case $\Delta=0$ with $\lambda>0$, $R=3\lambda/2$, so $w_+=1/3$ and $w_-=2/3$.

## (e) In what order do the levels lie, and what are the limits?

Take $\lambda>0$ from here on.

**Solution.** The sum and product of the roots can be read from the quadratic. Hence

$$\left(E_++\frac{\lambda}{2}\right)\left(E_-+\frac{\lambda}{2}\right)=\left(\frac{\lambda\Delta}{2}-\frac{\lambda^2}{2}\right)+\frac{\lambda}{2}\left(\Delta+\frac{\lambda}{2}\right)+\frac{\lambda^2}{4}=\lambda\Delta .$$

The upper root is not below either diagonal element, so $E_+\ge\lambda/2$ and the first factor is positive. The second factor, $E_--E_0$, then has the sign of $\Delta$. If $xy$ is raised, the unmixed doublet is the ground state. If $xy$ is lowered, the lower mixed doublet is.

At $\Delta=0$ the levels are $E_-=E_0=-\lambda/2$, a quartet, and $E_+=\lambda$, a doublet. With $\mathbf j=\mathbf l+\mathbf S$ they are the $j=3/2$ and $j=1/2$ levels, with the quartet lowest because of the reversed sign found in part (a).

For $|\Delta|\ll\lambda$, expand $R^2=9\lambda^2/4-\lambda\Delta+\Delta^2$ to first order: $R\approx3\lambda/2-\Delta/3$. Then

$$E_-\approx-\frac{\lambda}{2}+\frac{2\Delta}{3},\qquad E_+\approx\lambda+\frac{\Delta}{3}.$$

The slopes are the cubic weights $2/3$ and $1/3$. Carrying the root to second order adds $-4\Delta^2/(27\lambda)$ to $E_-$.

For $\Delta\gg\lambda$, $R\approx\Delta-\lambda/2+\lambda^2/\Delta$, so

$$E_-\approx\frac{\lambda}{2}-\frac{\lambda^2}{2\Delta},\qquad E_+\approx\Delta+\frac{\lambda^2}{2\Delta}.$$

The two lower doublets then lie mostly in $yz$ and $zx$ and are about $\lambda$ apart. The lower one consists of $u_+{\downarrow}$ and $u_-{\uparrow}$, with $L_zS_z=-\hbar^2/2$, and the other mostly of $u_+{\uparrow}$ and $u_-{\downarrow}$, with $L_zS_z=+\hbar^2/2$. For large negative $\Delta$, the same expansion gives $E_-\approx-|\Delta|-\lambda^2/(2|\Delta|)$. Within $t_{2g}$ this is an $xy$ electron whose spin becomes free as $\lambda/|\Delta|\to0$. The in-plane moment falls short of $\mu_B$ at first order in $\lambda/|\Delta|$; it is 0.85 $\mu_B$ for $\lambda=0.3$ eV and $\Delta=-2$ eV. The $e_g$ orbitals, restored in part (f), add an orbital moment along $z$ of first order in $\lambda/10Dq$, which need not be small in a $5d$ ion.

## (f) Is the unmixed doublet magnetic, and what do the eg orbitals change?

**Solution.** With spin $g$ factor 2, the moment is $-\mu_B(\mathbf L+2\mathbf S)/\hbar$. In $u_+{\downarrow}$ the $z$ part is $L_z+2S_z=\hbar-\hbar=0$, and in $u_-{\uparrow}$ it is $-\hbar+\hbar=0$. Between the two states, $\mathbf L$ has no element because the spins differ, and $\mathbf S$ has none because $u_+$ and $u_-$ are orthogonal. The transverse parts have no diagonal elements, since they change either the orbital or the spin. Within $t_{2g}$ the doublet thus has no moment in any direction.

Now restore the $e_g$ parts dropped in part (a). Define $q=(2z^2-x^2-y^2)/(2\sqrt3)$ and $p=(x^2-y^2)/2$, normalized like $xy$. From $L_x\,yz$ and $L_y\,zx$,

$$L_-u_+=\frac{-i\hbar(y^2-z^2)+i\hbar(z^2-x^2)}{\sqrt2}=i\sqrt6\,\hbar\,q .$$

The factor $\lambda/2$ makes the coupling of $u_+{\downarrow}$ to $q{\uparrow}$ equal to $i\sqrt{3/2}\,\lambda$. To leading order in $\lambda/10Dq$ the unmixed doublet moves by

$$\delta E_0=-\frac{3\lambda^2}{2\,(10Dq)} .$$

For a mixed state $a\,xy{\uparrow}+b\,u_-{\downarrow}$, two paths lead to $p{\uparrow}$. The term $L_zS_z$ gives $-i\lambda a$, since $L_z\,xy=-2i\hbar\,p$. The term $L_-S_+$ gives $i\lambda b/\sqrt2$, since the $e_g$ part of $L_-u_-$ is

$$\frac{-i\hbar(y^2-z^2)-i\hbar(z^2-x^2)}{\sqrt2}=i\sqrt2\,\hbar\,p .$$

The total is $i\lambda(b/\sqrt2-a)$. In the cubic case the upper doublet has $b=\sqrt2\,a$, and the two paths cancel. The lower one has $b=-a/\sqrt2$ and $a^2=2/3$, so the squared coupling is $\lambda^2(9/4)(2/3)=3\lambda^2/2$. The whole quartet therefore moves down together, and to this order the cubic doublet stays at $\lambda$.

## (g) What are the numbers for a 5d ion, and how far can they be trusted?

Take $\lambda=0.30$ eV, $\Delta=+0.10$ eV and $10Dq=4.5$ eV. Find the levels and compare with $\Delta=-0.10$ eV at the same $\lambda$. Then size the neglected effects.

**Solution.** For $\Delta=+0.10$ eV,

$$R=\sqrt{(0.10-0.15)^2+2(0.30)^2}\ \text{eV}=0.4272\ \text{eV},$$

and the centre of the mixed levels is $0.05+0.075=0.125$ eV. Thus

$$E_0=-0.1500,\quad E_-=-0.0886,\quad E_+=0.3386\ \text{eV}.$$

The excitation energies from the ground doublet are 61.4 and 488.6 meV, or 495 and 3941 cm$^{-1}$. The $xy$ weights are $w_-=0.56$ and $w_+=0.44$, close to equal because $\Delta$ is near $\lambda/2$. The first-order estimate $2\Delta/3=66.7$ meV for the lower excitation is too high, as the negative second-order term in part (e) implies.

For $\Delta=-0.10$ eV, $R=0.4924$ eV and the centre is 0.025 eV, so $E_-=-0.2212$ eV and $E_+=0.2712$ eV. The ground doublet is now mixed, with $xy$ weight 0.75, and the excitations are 71.2 and 492.4 meV. The upper excitation hardly tells the two signs apart. The character of the ground state does.

The parameters are rough values in the regime of rhenium(VI), a $5d^1$ ion, in a tetragonal oxide. The sign and size of $\Delta$ are chosen, not measured, and are the least certain inputs. The estimates below refer to $\Delta=+0.10$ eV.

**The eg orbitals.** Numerical diagonalization of the full ten-state $d$ shell, with both $e_g$ orbitals at 4.5 eV, gives $-0.1789$, $-0.1175$ and 0.3382 eV. The two lower doublets fall by about 29 meV, near the leading-order 30 meV. The lower excitation stays at 61.4 meV, while the upper one rises to 517 meV, about 6 percent above the $t_{2g}$ value. Raising $x^2-y^2$ by a further 0.40 eV changes the lower excitation to 63.6 meV, because $p$ couples to the mixed doublets and not to the unmixed one.

In the same calculation the ground doublet has $e_g$ weight 0.006. Its moment is 0.006 $\mu_B$ along $z$ and 0.19 $\mu_B$ in the plane. The in-plane part is larger because it is linear in the admixed amplitude: $\mathbf L$ connects $u_+{\downarrow}$ with the $q{\downarrow}$ part of its partner. The vanishing moment is thus a property of the $t_{2g}$ model with an unreduced orbital moment. In a real oxide, covalency also reduces the orbital moment. If $\mathbf L$ in the moment is multiplied by $k=0.9$, the orbital and spin parts along $z$ no longer cancel, and even the $t_{2g}$ doublet has a moment of $(1-k)\mu_B=0.1\,\mu_B$ along $z$, far more than the $e_g$ orbitals give in that direction.

**Covalency.** Metal-oxygen mixing can weaken the transverse coupling relative to $L_zS_z$. If the transverse part is cut by 10 percent, with the rest fixed, $2\lambda^2$ under the root becomes $2(0.9\lambda)^2$ and $E_0$ does not move. The excitations become 82.5 and 467.5 meV. The lower one grows by about a third, since it is a small difference between two levels of order $\lambda$.

**Motion of the cage.** Take one tetragonal oxygen mode of energy $\hbar\omega=70$ meV and mass $M=16$ u, with $\Delta$ changing by 1 eV per ångström of its coordinate. These are rough assumed values. The rms zero-point amplitude $\sqrt{\hbar/(2M\omega)}$ is 0.043 Å, so $\Delta$ spreads by 43 meV. Multiplied by the slope $w_-=0.56$, this spreads the lower excitation by 24 meV, about 40 percent of its value. This spread is the width of a vibronic band, not a blurring of the level. If the mode is treated as a quantum oscillator coupled only through $\Delta$, 87 percent of the weight lies in one line at 52 meV and 12 percent in a phonon sideband near 120 meV. A static $\Delta$ thus misplaces the lower excitation by about 10 meV, and a better value calls for a joint treatment of electron and lattice, including the other cage modes left out here.

**Neighbours and temperature.** For hopping $t=0.05$ eV and on-site repulsion $U=2.5$ eV, again rough, the exchange scale $4t^2/U$ is 4 meV, well below the lower excitation. The single-ion picture requires this localized regime. Where the bandwidth is comparable with $\lambda$ and the electrons are itinerant, the hopping must be diagonalized together with $H$. At 300 K, $k_BT=25.9$ meV, and Boltzmann weights of the three equally degenerate doublets put 91 percent of the population in $E_0$ and 9 percent in $E_-$. The mixed doublet is magnetic: in $a\,xy{\uparrow}+b\,u_-{\downarrow}$ the mean of $L_z+2S_z$ is $\hbar(|a|^2-2|b|^2)=\hbar(3w_--2)$, or $-0.32\,\hbar$ here within $t_{2g}$. The full $d$ shell with degenerate $e_g$ orbitals gives $-0.53\,\hbar$, because $L_z$ connects $xy$ with the admixed $x^2-y^2$ and the change is linear in that admixture. A room-temperature magnetic response includes this moment, and also the moment that a field induces by mixing the doublets. In the full $d$ shell at 300 K the induced part is comparable with the Curie part along $z$ and about four times larger in the plane.

For given $\lambda$ and $\Delta$, the upper excitation, near 0.5 eV, is the firmer of the two: the $e_g$ and covalency estimates each move it by about 6 percent or less. It does follow $\lambda$ itself: in the $t_{2g}$ model, a $\lambda$ smaller by 10 percent lowers it by 9 percent. It also follows $\Delta$: between $\Delta=0$ and $0.20$ eV it runs from 450 to 539 meV, while the lower excitation runs from 0 to 111 meV. The lower one, near 60 meV, is good as an order of magnitude for these inputs.
